# Valence-band offset from bulk edges and the averaged interface potential

Two insulating crystals A and B meet at a flat interface, as a dielectric and a neighbouring layer do in a memory capacitor. The valence-band offset is the difference between their valence-band tops, each taken deep inside its own material but on one common energy scale. It is the step that holes meet at the interface.

The problem is to obtain this offset from separate calculations of the two bulk crystals and one calculation of the interface. The $z$ axis runs from A to B, and $\Delta X=X_B-X_A$ for any quantity $X$. A positive $\Delta E_v$ therefore means that B has the higher valence top.

The interface is coherent: both crystals share one in-plane cell. Both slabs have bulk-like centres, and until part (f) there is no macroscopic electric field in them. The electrons are described by a mean-field theory. Energies are electron energies in Rydberg atomic units, $\hbar^2/2m=1$ and $e^2=2$, with lengths in bohr.

## (a) Which bulk energy can be carried to the interface?

**Question.** Explain why the valence tops of two separate bulk calculations cannot be subtracted. Find a bulk quantity that can be used, and express the offset through it.

**Solution.** Let $V(\mathbf r)$ be the electrostatic potential energy of an electron. In an infinite periodic crystal, Poisson's equation fixes $V$ up to a function with zero Laplacian. Periodicity reduces that function to a constant $C$, which nothing in the bulk determines. A plane-wave calculation can fix it by setting the cell average of $V$ to zero.

Write the one-electron Hamiltonian as $H=T+V+W$, where $T$ is the kinetic energy and $W$ holds the exchange-correlation and short-range ionic terms. If $H\psi=E\psi$, then

$$
(H+C)\psi=(E+C)\psi .
$$

The states are unchanged and every band energy rises by $C$. The cell average

$$
\bar V=\frac1\Omega\int_\Omega V\,d^3r ,
$$

with $\Omega$ the cell volume, rises by the same amount. Hence

$$
b\equiv E_v-\bar V
$$

does not depend on $C$. I call $b$ the band term.

Now consider the centre of slab $i$ in the interface calculation. There the density and the atomic positions are those of bulk crystal $i$ in the same strain state. The operators $T$ and $W$ are then the bulk ones, and $V$ differs from the bulk potential by a constant $C_i$. The local valence top and the local cell average are

$$
E_{v,i}^{\rm loc}=E_{v,i}+C_i,\qquad
\bar V_i^{\rm loc}=\bar V_i+C_i .
$$

Eliminating $C_i$ gives

$$
E_{v,i}^{\rm loc}=b_i+\bar V_i^{\rm loc}.
$$

The two local averages belong to a single calculation, so their difference is defined. Subtraction yields

$$
\Delta E_v=b_B-b_A+\bar V_B^{\rm loc}-\bar V_A^{\rm loc}. \tag{1}
$$

The same constant $C_i$ moves the conduction edge $E_c=E_v+E_g$, where $E_g$ is the gap within the same mean-field theory. Therefore $\Delta E_c=\Delta E_v+\Delta E_g$.

## (b) How are the two local averages read from one potential?

**Question.** The potential oscillates with a different period in each slab. Construct one smooth function whose plateaus are the two local cell averages.

**Solution.** First average $V(\mathbf r)$ over the common in-plane cell. The result, $V(z)$, has period $c_A$ deep in A and $c_B$ deep in B. Next define a box of unit area,

$$
w_c(z)=\begin{cases}1/c,&|z|<c/2\\0,&|z|>c/2.\end{cases}
$$

Its convolution with a plane wave is

$$
\frac1c\int_{-c/2}^{c/2}e^{iq(z-z')}dz'
=e^{iqz}\,\frac{\sin(qc/2)}{qc/2}.
$$

For a harmonic of the crystal with period $c$, $q=2\pi m/c$ with integer $m\ne0$, and the numerator is $\sin(\pi m)=0$. For $q\to0$ the factor tends to 1. The box thus removes all oscillations of its own crystal and keeps the mean.

A box of width $c_A$ does not in general remove the harmonics of B, because $\sin(\pi m c_A/c_B)$ need not vanish. Both boxes are therefore applied:

$$
\bar{\bar V}(z)=\int\!\!\int w_{c_A}(z-z')\,w_{c_B}(z'-z'')\,V(z'')\,dz''dz'. \tag{2}
$$

This is the macroscopic average. In either crystal one of the two factors removes each harmonic, while the mean passes through both. Hence $\bar{\bar V}$ equals $\bar V_A^{\rm loc}$ deep in A and $\bar V_B^{\rm loc}$ deep in B. Equation (1) becomes

$$
\boxed{\Delta E_v=(E_v-\bar V)_B-(E_v-\bar V)_A+\Delta\bar{\bar V}} \tag{3}
$$

The combined window reaches a distance $(c_A+c_B)/2$ to either side of $z$. A plateau needs bulk-like material over that whole range. If the slabs are too thin for this, the double average shows no plateau. The averages in (1) can then still be taken over one central cell of each slab, each with its own period, provided that cell is bulk-like.

## (c) What charge produces the step?

**Question.** Relate $\Delta\bar{\bar V}$ to the charge density, with its sign.

**Solution.** Let $n$ be the planar-averaged electron density, $N$ the ionic charge density in units of $e$, and $\nu=n-N$. The charge density is $\rho=-e\nu$. The electrostatic potential $\phi$ obeys $\phi''=-4\pi\rho$, and an electron has potential energy $V=-e\phi$. Therefore

$$
V''=-e\phi''=4\pi e\rho=-4\pi e^2\nu=-8\pi\nu .
$$

Convolution commutes with differentiation, so $\bar{\bar V}''=-8\pi\bar{\bar\nu}$. Choose $z_A$ and $z_B$ on the two plateaus, where $\bar{\bar V}'=0$. Integration by parts gives

$$
\Delta\bar{\bar V}=\int_{z_A}^{z_B}\bar{\bar V}'dz
=\Big[z\bar{\bar V}'\Big]_{z_A}^{z_B}-\int_{z_A}^{z_B}z\,\bar{\bar V}''dz
=8\pi\int_{z_A}^{z_B}z\,\bar{\bar\nu}\,dz. \tag{4}
$$

The boundary term vanishes because the plateaus are flat. Moving the origin of $z$ changes nothing, since

$$
\int_{z_A}^{z_B}\bar{\bar\nu}\,dz=-\frac{1}{8\pi}\Big[\bar{\bar V}'\Big]_{z_A}^{z_B}=0 .
$$

The step is thus a dipole per area. Excess electrons on the B side and a deficit on the A side raise the potential energy in B, as repulsion requires.

## (d) Is the step a physical quantity by itself?

**Question.** Suppose each point-like or narrow ion is represented by a Gaussian charge when the reference potential is formed. Change the width of this Gaussian from $s$ to $s_r$ in the reference potential, but leave the Hamiltonian alone. What happens to each term of (3)?

**Solution.** Take one layer of ions of charge $Z$ per layer and in-plane area $a$, repeated with spacing $c$. Let $g_s(z)$ be the normalized Gaussian of standard deviation $s$. The ions enter $\nu$ with a minus sign, so the change $u(z)$ in potential energy caused by one layer obeys

$$
u''=8\pi\frac Za\,(g_{s_r}-g_s).
$$

The source is neutral and even, so $u$ can be chosen to vanish quickly on both sides. Two integrations by parts, whose boundary terms vanish, give

$$
\int u\,dz=\int\frac{z^2}{2}\,u''\,dz
=\frac{4\pi Z}{a}\,(s_r^2-s^2).
$$

There is one layer per length $c$. The cell average therefore rises by

$$
\delta=\frac{4\pi Z}{ac}\,(s_r^2-s^2). \tag{5}
$$

A wider ion is a less deep well, which agrees with the sign. The energy $E_v$ has not changed, so each band term becomes $b_i-\delta_i$. The interface potential is a sum of the same layers, so its step becomes $\Delta\bar{\bar V}+\delta_B-\delta_A$. The sum is

$$
(b_B-\delta_B)-(b_A-\delta_A)+\Delta\bar{\bar V}+\delta_B-\delta_A
=\Delta E_v .
$$

The offset is unchanged, but the division into band term and step is a convention. If the old band terms are combined with the new step, the result is wrong by $\delta_B-\delta_A$. The bulk and interface calculations must therefore share the same definition of the electrostatic potential, including the treatment of the ionic cores.

## (e) Which strain state belongs in the bulk calculation?

**Question.** B is stretched in the plane to match A, and its layer spacing changes in response. Find the error made by using the band term of unstrained B.

**Solution.** Part (a) required the centre of each slab to be the bulk crystal up to a constant. This holds if the bulk crystal has the in-plane cell (its shape as well as its area), the spacing and the internal atomic positions of the slab centre. The correct term is $b_B^{\rm str}$. With $b_B^{\rm free}$ in its place, and the step still that of the strained interface,

$$
\Delta E_v^{\rm wrong}-\Delta E_v=b_B^{\rm free}-b_B^{\rm str}. \tag{6}
$$

For small strains $\varepsilon_{ij}$, and a valence top that is not degenerate, the right-hand side is $-\sum_{ij}D_{ij}\varepsilon_{ij}$ to first order. Here $D_{ij}=\partial(E_v-\bar V)/\partial\varepsilon_{ij}$ is a deformation potential relative to the average potential. Since $\delta$ in (5) depends on the cell volume, $D_{ij}$ and the error (6) depend on the reference potential chosen in part (d). If strain splits a degenerate top, $E_v$ is the highest of the split states.

Correcting the band term is not enough to transfer an offset from one strain state to another. The step depends on strain as well and has to be computed again.

## (f) What changes when a ferroelectric film carries a field?

**Question.** Let the macroscopic average be linear on each side, $\bar{\bar V}_i(z)=\alpha_i+F_iz$. Can an offset still be defined?

**Solution.** The windows in (2) are even and have unit area. For one of them,

$$
\int w_c(z')(z-z')\,dz'=z-0=z ,
$$

so averaging preserves a linear potential. If the field is weak enough to leave the band term at its zero-field value, to leading order the local edge is $b_i+\alpha_i+F_iz$. The band term must be that of the polarized crystal if the film is polarized. Extrapolating both lines to a chosen interface plane $z_0$ gives

$$
\Delta E_v(z_0)=b_B-b_A+\alpha_B-\alpha_A+(F_B-F_A)z_0 .
$$

Moving the plane by $d$ changes the offset by $(F_B-F_A)d$. Integrating Poisson's equation across the interface shows the reason:

$$
F_B-F_A=-8\pi\int\bar{\bar\nu}\,dz .
$$

Unequal fields mean a net interface charge, and the dipole of a charged region depends on the origin. With equal fields the offset does not depend on $z_0$. With unequal fields the plane must be stated along with the offset.

## (g) Compute an offset in two ways

**Question.** Take a model in which each layer has one ion with $Z=2$ and two electrons per area $a$. In-plane motion is frozen. Along $z$ the electrons move in their self-consistent Hartree potential, without exchange or correlation. The Gaussian ion widths are 1.0 bohr in A and 0.6 bohr in B. Unstrained A has $a=24$ bohr² and $c_A=8.0$ bohr; unstrained B has $a=22.5$ bohr² and $c_B=7.3$ bohr. When B is stretched to the area of A, take its spacing as 7.0 bohr. Find the offset from (3), then find it without any averaged potential.

**Solution.** These are model parameters, not data for a material, and the strained spacing is chosen rather than obtained by minimizing an energy. The layers are insulating only because in-plane motion is frozen: for a square cell of 24 bohr², the free in-plane energy at the zone edge, $\pi^2/a=0.41$ Ry, exceeds both gaps found below. The equations are solved by iteration in a plane-wave basis with wave numbers up to 5 bohr⁻¹. The interface calculation uses a periodic stack with nine layers of each crystal. The distance between the last A layer and the first B layer is chosen as $(c_A+c_B)/2$, here 7.5 bohr, and the same rule is used for the second strain state. The step, and with it the offset, depends on this choice. Its two interfaces are mirror images, so the averaged potential has zero slope at the slab centres. Differences below are formed before rounding, so a last digit may differ by one.

*The formula.* Two electrons per cell fill the lowest band. For the common area of 24 bohr², bulk diagonalization gives $b_A=0.0198$ Ry and $b_B=0.0271$ Ry. The macroscopic average of the stack is $0.0242$ Ry at the centre of A and $-0.0276$ Ry at the centre of B. Thus

$$
\Delta E_v=(0.0271-0.0198)+(-0.0276-0.0242)
=0.0073-0.0518=-0.0445\ {\rm Ry},
$$

or $-0.61$ eV. The valence top of B lies lower. With the zero-average convention in both bulk runs, subtracting the raw band tops would give $+0.0073$ Ry, which has the wrong sign. Numerical integration of the dipole in (4) also gives a step of $-0.0518$ Ry.

*The direct road.* Take the unaveraged potential of the stack in the central cell of one slab. The equation $-\psi''+V\psi=E\psi$ carries the pair $(\psi,\psi')$ across that cell by a real $2\times2$ matrix $M(E)$. The Wronskian of two solutions is constant, so $\det M=1$. If the cell is repeated, Bloch's theorem requires the eigenvalues $e^{\pm ikc}$, and hence

$$
{\rm Tr}\,M(E)=2\cos kc .
$$

As $E$ rises through the lowest band, $k$ runs from $0$ to $\pi/c$. The valence top is therefore the first energy with ${\rm Tr}\,M=-2$. I build $M$ from 1024 thin slices of constant potential and solve for this energy. The result is $0.0440$ Ry in A and $-0.0005$ Ry in B, so

$$
\Delta E_v=-0.0005-0.0440=-0.0445\ {\rm Ry}.
$$

This road uses neither a bulk calculation nor a macroscopic average. With seven layers per slab in place of nine, the formula again gives $-0.0445$ Ry, so slab thickness does not matter at this precision.

*The conduction edge.* The bulk gaps are $0.2451$ Ry in A and $0.3178$ Ry in B. Hence

$$
\Delta E_c=-0.0445+(0.3178-0.2451)=0.0282\ {\rm Ry}.
$$

B has the lower valence top and the higher conduction edge. In this model the gap of A lies inside that of B, and B is a barrier to both carriers.

*A different reference.* Give every ion in the reference potential a width of 1.3 bohr. Equation (5) yields

$$
\delta_A=\frac{8\pi(1.69-1.00)}{24\times8}=0.0903\ {\rm Ry},\qquad
\delta_B=\frac{8\pi(1.69-0.36)}{24\times7}=0.1990\ {\rm Ry}.
$$

The averaged new potential has a step of $+0.0569$ Ry. The step has changed sign, although the physical interface is the same. The new band terms are $-0.0705$ Ry in A and $-0.1719$ Ry in B, and

$$
\Delta E_v=-0.1719+0.0705+0.0569=-0.0445\ {\rm Ry}.
$$

Combining the old band terms with the new step would instead give $0.0073+0.0569=0.0642$ Ry. The error, $0.1086$ Ry, is more than twice the size of the offset.

*The other strain state.* Now compress A to the area of B, 22.5 bohr², with a chosen spacing of 8.3 bohr. B is unstrained. The band terms are $0.0001$ Ry in A and $-0.0009$ Ry in B, and the step is $-0.0475$ Ry:

$$
\Delta E_v=-0.0010-0.0475=-0.0485\ {\rm Ry},
$$

or $-0.66$ eV. From the first strain state to this one, the offset changes by $-0.0040$ Ry. The separate band terms change more, by $-0.0197$ Ry in A and $-0.0279$ Ry in B. Much of this cancels in their difference, and the step changes by $+0.0042$ Ry in the opposite sense.

The cancellation is lost if strain states are mixed. Unstrained B combined with strained-interface data from the first case gives

$$
-0.0009-0.0198-0.0518=-0.0724\ {\rm Ry}.
$$

By (6) the error is $-0.0009-0.0271=-0.0279$ Ry, or $-0.38$ eV. That is about 63% of the correct offset in magnitude, and about seven times the actual change of offset between the two strain states. These figures, like the separate changes of band terms and step above, belong to the original reference potential. With the 1.3 bohr reference, (5) gives $\delta_B=0.2035$ Ry for unstrained B, and the error becomes $(-0.0009-0.2035)+0.1719=-0.0325$ Ry.

The agreement of the two roads concerns the alignment within one mean-field model. It says nothing about the accuracy of Hartree band edges. In a real material, a correction to the valence top that differs between A and B changes the offset by that difference, even if the electrostatic step is accurate.
